\section*{Flat band and compact states of the sawtooth chain}

\section*{Problem}

A sawtooth chain is a row of triangles joined at their base corners. Cell $j$ contains a base site $A_j$ and an apex site $B_j$. Neighbouring base sites $A_j$ and $A_{j+1}$ are bonded to each other, and $B_j$ is bonded to both of them. Apex sites are not bonded to one another.

One particle moves on this lattice. There is one orbital per site, orbitals on different sites are orthogonal, all site energies are zero, and spin and interactions are left out. The Hamiltonian has the matrix element $t>0$ on every base bond and $t'=\sqrt2\,t$ on every apex bond. The sign is part of the definition: the matrix elements are $+t$ and $+t'$, not $-t$ and $-t'$.

\begin{enumerate}
\item Show that one of the two energy bands does not depend on the wave number, and find its energy. Is the ratio $t'/t=\sqrt2$ necessary for this?
\item Find the other band and the gap between the two.
\item Find an eigenstate of the flat band that occupies as few sites as possible, and explain why it does not spread.
\item Evaluate the results for $t=0.30$ eV on a closed ring of 12 cells.
\end{enumerate}

\section*{Hints}

\textbf{Hint 1.} Write the state as amplitudes $a_j$ on $A_j$ and $b_j$ on $B_j$. The energy equation at a site says that $E$ times its amplitude equals the sum over its bonds of matrix element times neighbouring amplitude. A base site has four bonds and an apex site has two.

\textbf{Hint 2.} Insert plane waves, but keep $t'$ general for a while. The condition on $E$ contains $k$ through $\cos k$ alone. Ask what must hold if one fixed $E$ is to satisfy it for every $k$.

\textbf{Hint 3.} Once one root of a quadratic equation is known, the sum of the roots gives the other.

\textbf{Hint 4.} For the localized state, return to the site equations at the flat-band energy. Solve the apex equation for $b_j$ and put the result into the base equation. See which amplitudes remain free.

\section*{Solution}

\subsection*{Site equations and Bloch condition}

The base site $A_j$ is bonded to $A_{j-1}$, $A_{j+1}$, $B_{j-1}$ and $B_j$; the apex $B_j$ is bonded to $A_j$ and $A_{j+1}$. Hence
\begin{align}
E a_j &= t\,(a_{j-1}+a_{j+1}) + t'\,(b_{j-1}+b_j), \label{eq:a}\\
E b_j &= t'\,(a_j+a_{j+1}). \label{eq:b}
\end{align}
The chain is unchanged by a shift of one cell, so we look for solutions $a_j=\alpha e^{ikj}$, $b_j=\beta e^{ikj}$, where $k$ is the phase gained per cell. Dividing by $e^{ikj}$ gives
\begin{align}
(E-2t\cos k)\,\alpha &= t'(1+e^{-ik})\,\beta,\\
E\,\beta &= t'(1+e^{ik})\,\alpha .
\end{align}
These two linear equations have a nonzero solution when their determinant vanishes. The product of the off-diagonal factors is
\begin{equation}
(1+e^{-ik})(1+e^{ik}) = 2+e^{ik}+e^{-ik} = 2(1+\cos k),
\end{equation}
so the condition is
\begin{equation}
E^2-2tE\cos k-2t'^2(1+\cos k)=0. \label{eq:det}
\end{equation}

\subsection*{The flat band}

Collect the terms with and without $\cos k$:
\begin{equation}
\left(E^2-2t'^2\right)-2\left(tE+t'^2\right)\cos k=0 .
\end{equation}
A flat band is a fixed $E$ that satisfies this for every $k$. Since $\cos k$ takes different values, both brackets must vanish:
\begin{equation}
E^2=2t'^2,\qquad E=-\frac{t'^2}{t}. \label{eq:two}
\end{equation}
Inserting the second equation into the first gives $t'^4/t^2=2t'^2$. One solution is $t'=0$, for which the apexes are isolated sites at zero energy. For connected apexes we may divide by $t'^2$, and find
\begin{equation}
t'^2=2t^2,\qquad E_{\rm flat}=-2t .
\end{equation}
The given ratio is therefore necessary as well as sufficient, up to the sign of $t'$. That sign has no effect on the energies: replacing every $b_j$ by $-b_j$ turns $t'$ into $-t'$ in both site equations.

The sign of the base hopping does matter. If the base element is $-t$ with $t>0$, the second equation in \eqref{eq:two} becomes $E=+t'^2/t=+2t$, and the other band, found below, becomes $-2t(1+\cos k)$. The flat band then lies at the top of the spectrum.

The result also relies on equal site energies. If the apexes are raised by $\Delta$, the factor $E$ in the apex equation becomes $E-\Delta$, and the two conditions read $E(E-\Delta)=2t'^2$ and $t(E-\Delta)=-t'^2$. Dividing the first by the second gives $E=-2t$ again, but now with $t'^2=t(2t+\Delta)$. At the fixed ratio $\sqrt2$ an offset $\Delta\neq0$ thus destroys the flatness, while a matching change of $t'$ restores it as long as $\Delta>-2t$.

\subsection*{The second band and the gap}

By \eqref{eq:det}, the two roots at a given $k$ add up to $2t\cos k$. One root is $-2t$, so the other is
\begin{equation}
E_+(k)=2t\cos k+2t=2t(1+\cos k). \label{eq:upper}
\end{equation}
The product of the roots confirms it: $-2t\cdot 2t(1+\cos k)=-4t^2(1+\cos k)$, which equals the constant term $-2t'^2(1+\cos k)$ for $t'^2=2t^2$.

The upper band runs from $0$ at $k=\pi$ to $4t$ at $k=0$. Its distance from the flat band is
\begin{equation}
E_+(k)-E_{\rm flat}=4t+2t\cos k ,
\end{equation}
which is smallest at $k=\pi$. The gap is
\begin{equation}
E_{\rm gap}=0-(-2t)=2t .
\end{equation}

The states at $k=\pi$ are easy to picture. Neighbouring base amplitudes have opposite signs, so their contributions to the apex between them cancel, and base and apex sites decouple. The base wave has energy $2t\cos\pi=-2t$ and belongs to the flat band. The apex wave has energy zero and forms the bottom of the upper band. The gap is the energy difference between these two waves.

\subsection*{The compact state}

A flat band allows localized eigenstates, because plane waves of equal energy can be superposed without losing the eigenstate property. To find the smallest one, set $E=-2t$ and $t'=\sqrt2\,t$ in \eqref{eq:b}:
\begin{equation}
-2t\,b_j=\sqrt2\,t\,(a_j+a_{j+1})
\quad\Rightarrow\quad
b_j=-\frac{a_j+a_{j+1}}{\sqrt2}. \label{eq:constraint}
\end{equation}
Use this for $b_{j-1}$ and $b_j$ on the right-hand side of \eqref{eq:a}:
\begin{align}
&t(a_{j-1}+a_{j+1})+\sqrt2\,t\,(b_{j-1}+b_j)\nonumber\\
&\quad = t(a_{j-1}+a_{j+1})-t(a_{j-1}+a_j)-t(a_j+a_{j+1})\nonumber\\
&\quad = -2t\,a_j .
\end{align}
This is the required left-hand side, whatever the base amplitudes are. The $a_j$ can be chosen freely, and \eqref{eq:constraint} then fixes the apexes.

Choose a single nonzero base amplitude, $a_0$. The two apexes next to it receive $b_{-1}=b_0=-a_0/\sqrt2$, and all other amplitudes vanish. The norm is $a_0^2(1+\tfrac12+\tfrac12)=2a_0^2$, so $a_0=-1/\sqrt2$ up to an overall phase. The state centred on $A_j$ is
\begin{equation}
|V_j\rangle=\tfrac12\left(|B_{j-1}\rangle-\sqrt2\,|A_j\rangle+|B_j\rangle\right). \label{eq:V}
\end{equation}

No flat-band state on the infinite chain is smaller. If all base amplitudes vanish, \eqref{eq:constraint} makes the apex amplitudes vanish too. Otherwise, let $a_m$ and $a_n$ be the first and last nonzero base amplitudes of a state of finite extent, where $m=n$ is allowed. Then $b_{m-1}=-a_m/\sqrt2$ and $b_n=-a_n/\sqrt2$ are both nonzero. At least one base site and two apexes are occupied.

\subsection*{Why the state does not spread}

Let $H$ act on $|V_j\rangle$ and collect the amplitude arriving at each site:
\begin{align}
\text{at } A_j:&\quad \sqrt2\,t\left(\tfrac12+\tfrac12\right)=\sqrt2\,t=-2t\left(-\tfrac{1}{\sqrt2}\right),\\
\text{at } B_j:&\quad \sqrt2\,t\left(-\tfrac1{\sqrt2}\right)=-t=-2t\cdot\tfrac12,\\
\text{at } A_{j+1}:&\quad t\left(-\tfrac1{\sqrt2}\right)+\sqrt2\,t\cdot\tfrac12=0. \label{eq:cancel}
\end{align}
The sites $B_{j-1}$ and $A_{j-1}$ follow by reflection. Two paths lead out to $A_{j+1}$, one directly from the central base site and one from the apex. Their contributions have equal size and opposite sign. This destructive interference confines the particle, although no bond has been cut and there is no potential barrier. In time $\tau$ the state acquires the phase factor $e^{2it\tau/\hbar}$ and nothing else. The same factor multiplies every superposition of flat-band states, so none of them moves.

\subsection*{How many flat states there are}

On a closed ring of $N\geq3$ cells the $N$ base amplitudes are free, which gives $N$ independent states at $-2t$. Setting $c_j=-\sqrt2\,a_j$ writes any of them as $\sum_j c_j|V_j\rangle$: the base amplitudes agree by construction, and the apex amplitudes follow from them. The compact states therefore span the whole flat band.

They are not orthogonal. Neighbours $|V_j\rangle$ and $|V_{j+1}\rangle$ share the apex $B_j$, with amplitude $\tfrac12$ in each, so their overlap is $\tfrac14$. For $N\geq3$ the eigenvalues of the overlap matrix are
\begin{equation}
1+\tfrac14\left(e^{ik}+e^{-ik}\right)=1+\tfrac12\cos k\ \geq\ \tfrac12 .
\end{equation}
None of them vanishes, in agreement with the independence of the states.

\subsection*{A second route to the spectrum}

The spectrum can also be found from the triangles. For each one define
\begin{equation}
x_j=a_j+a_{j+1}+\sqrt2\,b_j .
\end{equation}
With $\varepsilon=E+2t$, adding $2t\,a_j$ to \eqref{eq:a} and $2t\,b_j$ to \eqref{eq:b} gives
\begin{equation}
\varepsilon a_j=t(x_{j-1}+x_j),\qquad \varepsilon b_j=\sqrt2\,t\,x_j .
\end{equation}
If all $x_j$ vanish, a nonzero state must have $\varepsilon=0$. This is the flat band, and $x_j=0$ is condition \eqref{eq:constraint}. If they do not all vanish, combine the equations into one for $x_j$:
\begin{align}
\varepsilon x_j&=\varepsilon a_j+\varepsilon a_{j+1}+\sqrt2\,\varepsilon b_j\nonumber\\
&=t(x_{j-1}+x_j)+t(x_j+x_{j+1})+2t\,x_j\nonumber\\
&=t(4x_j+x_{j-1}+x_{j+1}).
\end{align}
A wave $x_j\propto e^{ikj}$ has $\varepsilon=t(4+2\cos k)$, hence $E=2t(1+\cos k)$ as in \eqref{eq:upper}. The smallest value of $\varepsilon$ is $2t$, which is the gap. In this picture a flat-band state satisfies the condition $x_j=0$ on every triangle, and an upper-band state violates it in a wave-like pattern that costs at least $2t$.

\subsection*{Numbers for a ring of 12 cells}

The values $t=0.30$ eV and $N=12$ are round model parameters and stand for no particular material. The apex hopping is $\sqrt2\times0.30=0.4243$ eV. Diagonalizing the $24\times24$ matrix built from the list of bonds gives 12 states at
\begin{equation}
E_{\rm flat}=-2\times0.30\ \text{eV}=-0.60\ \text{eV},
\end{equation}
one per cell, as counted above. The upper band has the energies
\begin{align}
k=0:&\quad 2\times0.30\times(1+1)=1.20\ \text{eV},\\
k=\pi/2:&\quad 2\times0.30\times(1+0)=0.60\ \text{eV},\\
k=\pi:&\quad 2\times0.30\times(1-1)=0\ \text{eV}.
\end{align}
The gap is $0-(-0.60)=0.60$ eV, or $2.00\,t$. The ring reaches this value because $k=\pi$ is among its allowed wave numbers; the second variation treats a ring for which it is not.

The compact state has amplitudes $0.5000$, $-0.7071$ and $0.5000$, so the probabilities are one quarter, one half and one quarter. At the outer base site the two contributions in \eqref{eq:cancel} are
\begin{equation}
0.30\times(-0.7071)=-0.2121\ \text{eV},\qquad 0.4243\times0.5000=0.2121\ \text{eV}.
\end{equation}
Each is a sizeable fraction of $t$. The confinement comes from their cancellation and not from weak coupling to the outer sites. The numerical output lists the energies, the gap, the amplitudes and these two contributions.

\section*{Variation 1: equal hoppings}

\textbf{Question.} Let $t'=t$, with everything else unchanged. How wide is the lower band, and what happens to a particle prepared in the state $|V_j\rangle$?

\textbf{Solution.} Put $t'=t$ and $c=\cos k$ in \eqref{eq:det}. The quadratic formula gives
\begin{equation}
E_\pm=t\left[c\pm\sqrt{c^2+2c+2}\,\right]=t\left[c\pm\sqrt{(1+c)^2+1}\,\right].
\end{equation}
The derivative of the lower band is
\begin{equation}
\frac{dE_-}{dc}=t\left[1-\frac{1+c}{\sqrt{(1+c)^2+1}}\right]>0,
\end{equation}
because the fraction is smaller than one. The band therefore rises steadily from $c=-1$ to $c=1$, that is, from $E_-=-2t$ at $k=\pi$ to $E_-=(1-\sqrt5)t$ at $k=0$. Its width is $(3-\sqrt5)t$. For $t=0.30$ eV it extends from $-0.6000$ eV to $-0.3708$ eV, a width of $0.2292$ eV. The energy at $k=\pi$ is still $-2t$, because base and apex sites decouple there for any $t'$. It is the lower edge here because $E_-$ rises with $c$.

Now let $H$ act on $|V_j\rangle$ with a general $t'$. The central base site receives $t'(\tfrac12+\tfrac12)=t'$, which is $-\sqrt2\,t'$ times its amplitude $-1/\sqrt2$. Each occupied apex receives $-t'/\sqrt2$, which is also $-\sqrt2\,t'$ times its amplitude $\tfrac12$. On its own three sites the state thus satisfies the energy equation for every $t'$. The ratio $\sqrt2$ is needed at the outer base sites, where the arriving amplitude is
\begin{equation}
-\frac{t}{\sqrt2}+\frac{t'}{2}.
\end{equation}
This vanishes for $t'=\sqrt2\,t$. For $t'=t=0.30$ eV it is $-0.2121+0.1500=-0.0621$ eV. The cancellation is incomplete, and the particle leaks out. At short times $\tau$ the amplitude on each outer base site grows as $-i\tau/\hbar$ times this energy.

\section*{Variation 2: a ring with an odd number of cells}

\textbf{Question.} Return to $t'=\sqrt2\,t$ and close the chain into a ring with an odd number $N\geq3$ of cells. What happens to the flat band and to the gap?

\textbf{Solution.} The flat band is unaffected. The derivation of the compact state uses the site equations alone, and these are the same on every ring with $N\geq3$. There are still $N$ states at $-2t$.

The gap changes, because a wave must return to itself after $N$ cells. This requires $k=2\pi m/N$ with integer $m$, and $k=\pi$ would need $m=N/2$, which is not an integer for odd $N$. The nearest allowed values have $m=(N\pm1)/2$, so $k=\pi\pm\pi/N$ and $\cos k=-\cos(\pi/N)$. The gap is
\begin{equation}
E_{\rm gap}(N)=4t-2t\cos\frac{\pi}{N}\qquad(N\ \text{odd}).
\end{equation}
For $N=7$ and $t=0.30$ eV this is $0.6594$ eV, which is $0.0594$ eV above the value $2t=0.6000$ eV of the infinite chain. For large $N$ we can use $\cos(\pi/N)\approx1-\pi^2/(2N^2)$, and the excess over $2t$ becomes
\begin{equation}
2t\left(1-\cos\frac{\pi}{N}\right)\approx\frac{\pi^2t}{N^2}.
\end{equation}
It falls with the square of the ring length, so even and odd rings approach the same gap. The length of the ring fixes the allowed wave numbers, and with them which energies of the upper band occur. The flat band has the same energy at every wave number, so its energy does not depend on the length. The compact states show this directly: each occupies three sites and has zero amplitude on the rest of the ring.

\section*{Calculated quantities}
\begin{verbatim}
base hopping t = 0.3000 eV
apex hopping sqrt(2) t = 0.4243 eV
cells in ring = 12, sites = 24
flat level = -0.6000 eV
number of states at flat level = 12
upper band at k = 0: 1.2000 eV
upper band at k = pi/2: 0.6000 eV
upper band at k = pi: 0.0000 eV
gap above flat band = 0.6000 eV
gap divided by t = 2.0000
compact state amplitudes (apex, base, apex) = 0.5000, -0.7071, 0.5000
outer base site, contribution from centre = -0.2121 eV
outer base site, contribution from apex = 0.2121 eV
overlap of neighbouring compact states = 0.2500
smallest eigenvalue of overlap matrix = 0.5000
equal hoppings: lower band from -0.6000 eV to -0.3708 eV
equal hoppings: lower band width = 0.2292 eV
equal hoppings: leak to outer base site = -0.0621 eV
ring of 7 cells: gap = 0.6594 eV
\end{verbatim}
